# Why heavily n-doped silicon etches faster in atomic chlorine

## What goes wrong without the electrons

Suppose that the spontaneous etch rate of silicon in atomic chlorine depended only on the gas, the temperature and the strength of the Si–Si bonds. Lightly doped silicon and silicon with \(10^{20}\) donors per cm³ would then etch at nearly the same rate, because even the heavy doping replaces only about one atom in 500. A process designed on that basis would miss the sideways attack on an n⁺ silicon line.

What differs greatly is the supply of mobile electrons. The explanation has two links: donors let more of the surface chlorine become negative, and negative chlorine enters the lattice more easily. The second link is an assumption of the model below, made plausible by electrostatics but not derived from electronic structure.

The surface is planar, in the dark, free of ion bombardment and already saturated with bonded chlorine. Etching proceeds when extra chlorine, of density \(N_s=10^{14}\) cm⁻², enters the lattice and cuts back-bonds. Dopants are fully ionized and \(T=300\) K, so \(kT=0.02585\) eV. The charge \(e\) is positive.

## Contribution 1: chlorine offers a level in the gap

Take the vacuum level as zero. The conduction edge lies at \(-\chi\), with \(\chi\approx4.0\) eV, and the level of a distant chlorine atom at \(-A\), with \(A\approx3.6\) eV; both are rough values. Far away, the atom cannot take an electron from the conduction edge without a cost in energy.

Near the surface the ion polarizes the silicon. At height \(z\) it is attracted by an image charge of size \(e(\varepsilon_r-1)/(\varepsilon_r+1)\) at distance \(2z\). The energy gained on approach is

\[
P(z)=\int_z^\infty\frac{\varepsilon_r-1}{\varepsilon_r+1}\,
\frac{e^2}{4\pi\varepsilon_0(2z')^2}\,dz'
=\frac{\varepsilon_r-1}{\varepsilon_r+1}\,\frac{e^2}{16\pi\varepsilon_0 z}.
\]

With \(\varepsilon_r=11.7\) and \(z=0.30\) nm, \(P=1.01\) eV. The level lies below the surface conduction edge by

\[
\Delta=A+P-\chi=3.6+1.011-4.0=0.611\ \text{eV}.
\]

This is inside the 1.12 eV gap. Conduction electrons can lower their energy by moving to chlorine, while valence electrons would have to be raised. The estimate leaves out the surface dipole and stretches continuum electrostatics to atomic distances, so \(\Delta\) is varied later.

## Contribution 2: doping decides how much chlorine is charged

Negative chlorine repels further electrons by bending the bands upward. Let \(V\) be the bending in volts and \(\eta=(E_F-E_C)/kT\) the bulk Fermi level relative to the conduction edge. The chlorine level then lies above the Fermi level by

\[
E_\ell-E_F=eV-\eta kT-\Delta .
\]

I assume that the surface lifts the orbital degeneracy of the free chlorine atom. The neutral atom then has two spin states, and the closed-shell ion has one. Their statistical weights are \(2\) and \(e^{-(E_\ell-E_F)/kT}\), so the charged fraction is

\[
f=\frac{n_-}{N_s}=\frac{1}{1+2e^{(E_\ell-E_F)/kT}} .
\]

A second relation between \(n_-\) and \(V\) comes from the space charge. Let \(w(x)\) be the local upward shift of the conduction edge. Since \(w=-e\psi\), with \(\psi\) the electrostatic potential, Poisson's equation without holes reads

\[
w''=\frac{e^2}{\varepsilon}\,[N_D-n(w)],\qquad \varepsilon=\varepsilon_r\varepsilon_0 .
\]

Multiply by \(w'\) and integrate from the bulk, where \(w=w'=0\), to the surface:

\[
\tfrac12 (w'_s)^2=\frac{e^2}{\varepsilon}\int_0^{eV}[N_D-n(w)]\,dw .
\]

For the charging energy, treat the negative chlorine as a smooth sheet lying directly on the silicon; the effect of its height is weighed later. The sheet and the space charge are neutral together, so there is no field outside, and Gauss's law gives \(|w'_s|=e^2n_-/\varepsilon\). Hence

\[
n_-^2=\frac{2\varepsilon}{e^2}\left[N_D\,eV-\int_0^{eV}n(w)\,dw\right].
\]

The electron density is \(n=N_CF_{1/2}(\eta-w/kT)\), where \(N_C=3\times10^{19}\) cm⁻³ is a rounded effective density of states, \(F_j\) is the normalized Fermi–Dirac integral and \(dF_{3/2}/d\eta=F_{1/2}\). In deep depletion, electrons at the surface are negligible, so the last integral is \(kT\,N_CF_{3/2}(\eta)\). Bulk neutrality gives \(N_D=N_CF_{1/2}(\eta)\), and therefore

\[
n_-=\sqrt{\frac{2\varepsilon N_D}{e}\left(V-c\,\frac{kT}{e}\right)},\qquad
c=\frac{F_{3/2}(\eta)}{F_{1/2}(\eta)} .
\]

Solving the two relations together, with holes included, gives \(V=0.511\) V for \(N_D=10^{15}\) cm⁻³ and \(V=0.677\) V for \(10^{20}\) cm⁻³. For the heavy doping \(c=1.556\), and the depletion formula gives

\[
n_-=\sqrt{\frac{2(1.036\times10^{-12})(10^{20})(0.677-0.040)}{1.602\times10^{-19}}}
\approx2.87\times10^{13}\ \text{cm}^{-2}.
\]

The light doping gives \(7.92\times10^{10}\) cm⁻², against \(7.93\times10^{10}\) from the full solution. The charged fractions are \(f_+=0.287\) and \(f_l=7.9\times10^{-4}\).

The bending differs little between the two cases. The lightly doped crystal must uncover donors over a depth \(n_-/N_D=793\) nm, and this wide layer builds up half a volt with very little charge. The heavy crystal stores its charge within 2.9 nm. That is little more than the mean donor spacing of 2.2 nm, so the smooth donor density is only an approximation there. The charge ratio of 362 is thus mainly \(\sqrt{10^5}=316\), with a factor of about 1.15 from the larger bending.

## Contribution 3: the charged atom enters more easily

Let \(B_0\) be the entry barrier of neutral chlorine, and let the electron level lie deeper by \(\delta\) at the saddle than at the adsorbed site. There are two ways from neutral adsorbed chlorine to charged chlorine at the saddle: charge first and then move, or move first and then charge. Their energies must agree:

\[
(E_\ell-E_F)+B_-=B_0+(E_\ell-\delta-E_F)
\quad\Rightarrow\quad B_-=B_0-\delta .
\]

I take \(\delta=0.15\) eV. In the image formula this deepening corresponds to an approach from 0.30 to 0.26 nm. That makes the sign plausible but does not fix the size, because the formula is steep at such distances and fails once the ion enters the lattice.

The cycle holds the adsorbed and saddle positions fixed. For a neutral profile \(B_0\sin^2(\pi s/2)\) and a level that sinks linearly as \(\delta s\), the charged saddle moves to \(s=1-\epsilon\). To leading order the energy there is

\[
B_0-\delta+\delta\epsilon-\tfrac{\pi^2}{4}B_0\epsilon^2 .
\]

Setting its derivative with respect to \(\epsilon\) to zero gives \(\epsilon=2\delta/(\pi^2B_0)\), and the saddle energy rises by \(\delta^2/(\pi^2B_0)\). The same linear term moves the charged adsorbed minimum from \(s=0\) to \(s=2\delta/(\pi^2B_0)\) and lowers it by an equal amount. The barrier between the two therefore rises by \(2\delta^2/(\pi^2B_0)\). For \(B_0=0.80\) eV this is 0.006 eV, which would reduce the charged entry rate by about 20% and, with the charging unchanged, the final ratio from 76 to about 64. It is neglected below. (The numerical output includes only the shift of the saddle.)

With equal attempt frequencies of \(10^{13}\) s⁻¹, the entry rates per atom are \(k_0=0.364\) s⁻¹ and \(k_-=120\) s⁻¹, so

\[
\kappa=\frac{k_-}{k_0}=e^{\delta/kT}=331 .
\]

## Putting the contributions together

If electrons exchange with chlorine much faster than chlorine enters, each extra atom spends a fraction \(f\) of its time charged. Its mean entry rate is

\[
k=(1-f)k_0+fk_-=k_0[1+(\kappa-1)f].
\]

Each silicon atom has four bonds, each shared by two atoms, so the crystal has two bonds per atom. I assume that one entering chlorine cuts a bond and that a second caps the freed end without a comparable barrier. Two entries then release one silicon atom as SiCl₄, and the etch rate is

\[
r=\frac{N_s k}{2n_{\rm Si}},\qquad
\frac{r_+}{r_l}=\frac{1+(\kappa-1)f_+}{1+(\kappa-1)f_l}.
\]

Neutral chlorine alone gives

\[
\frac{10^{14}\times0.364}{2\times4.997\times10^{22}}\ \text{cm/s}=0.218\ \text{nm/min}.
\]

The brackets multiply this by \(1+330\times0.287\approx95.7\) and \(1+330\times7.93\times10^{-4}\approx1.26\). The etch rates are therefore 20.9 and 0.275 nm/min, **a ratio of about 76**.

Removing one of the two links, charging or easier entry, at a time shows what each does:

- With \(\delta=0\) and the charging unchanged, the ratio is 1. Charge alone does not speed up etching in this model.
- With \(10^{20}\) acceptors per cm³ instead of donors and \(\delta\) unchanged, \(f\approx10^{-10}\) and the rate is 0.218 nm/min, the neutral value. A lower barrier is useless without electrons, and doping as such does not help.
- With both present, the ratio depends strongly on \(\delta\): it is 14 for 0.10 eV and 234 for 0.20 eV. For very large \(\kappa\) the formula tends to \(f_+/f_l=362\), because charged chlorine then dominates on both surfaces.

The charged path overtakes the neutral one when \(\kappa f>1-f\), that is \((\kappa+1)f>1\), or \(f>0.003\). By the square-root law this happens near \(1.4\times10^{16}\) donors per cm³. The computed rates are 0.82, 2.2 and 6.6 nm/min at \(10^{17}\), \(10^{18}\) and \(10^{19}\) cm⁻³.

## Weighing what was neglected

**Level depth.** With \(\delta\) fixed, \(\Delta=0.4\) eV gives a ratio of 66 and \(\Delta=0.8\) eV gives 73. Both lie below 76, so the ratio neither rises nor falls steadily with depth.

**Pull of the surface field.** The field \(F=en_-/\varepsilon\) is 4.4 MV/cm on the heavy side and draws negative chlorine inward. This is above the usual breakdown field of silicon, but the total bending of 0.68 V is less than the gap, and the valence edge at the surface stays 0.50 eV below the Fermi level. Breakdown is therefore not expected in this thin layer at equilibrium. Over 0.20 nm, the energy \(eF\times0.20\) nm is 0.089 eV, which would multiply \(k_-\) by 31. But \(F\) includes the field of the ion's own smeared charge. A uniform charge sheet on the interface contributes \(en_-/(\varepsilon_0+\varepsilon)\) inside, so the donors contribute

\[
\frac{en_-}{\varepsilon}-\frac{en_-}{\varepsilon_0+\varepsilon}
=F\,\frac{\varepsilon_0}{\varepsilon_0+\varepsilon}=\frac{F}{12.7}.
\]

Held at this surface value, the donor field would give 0.007 eV over the hop. It weakens with depth \(x\) by about \(Fx/W\), where \(W=2.9\) nm is the depletion width, and this reduces the gain to 0.004 eV. Neighbouring ions, placed on a square lattice, add about 0.006 eV as the ion sinks below their plane. The total of 0.010 eV multiplies \(k_-\) by 1.5. (The numerical output holds the donor field constant and gives 0.013 eV and 1.7.) These values are for a hop inside the silicon; above the interface the donors alone produce \(0.92F\). Continuum theory is uncertain at this depth, so the two factors are estimates, not strict bounds. Either would raise the ratio.

**Discrete charge in the level.** Removing the same self-repulsion from the charging energy deepens the level by 0.47 eV on the heavy side and 0.025 eV on the light side, for the same ordered lattice. A first-order correction with these shifts raises the ratio to 99. The bending on the heavy side then reaches 1.14 V and the surface valence edge comes within 0.04 eV of the Fermi level, so holes limit further charging and the breakdown argument above no longer applies.

**Height of the ions.** That correction keeps the ions on the interface, whereas the level was estimated for an ion 0.30 nm above it. A smooth charge sheet at that height adds a potential drop between chlorine and silicon, which hinders charging on the heavy side and lowers the ratio to about 29. For separate ions in an ordered lattice at the same height, the repulsion between neighbours slightly more than offsets the deepening. A square-lattice estimate then gives a ratio of about 65 to 73, depending on whether the lattice is held fixed or its spacing adjusts as charge is added. The value 76 therefore depends on how the surface charge is arranged.

**Electron supply.** If every entering ion needs a new electron, the light surface demands \(9.6\times10^{12}\) cm⁻² s⁻¹, while emission over its barrier supplies about \(1.2\times10^{13}\) when silicon's directional electron masses are used. (The numerical output uses the free-electron mass and gives half as much.) Supply and demand are thus comparable. Valence electrons, left out of this count, can also charge the chlorine, but each leaves a hole that must be filled if the electron is lost for good. With conduction electrons alone, equilibrium somewhat overstates the charging. The barrier corrects most of this error: less charge means less bending, which lets more electrons through. If every arriving electron is captured, a steady balance reduces the charge by only about 2% and leaves the ratio near 76. Poorer capture would raise the ratio, but not above 95.7, the value with no charging on the light side. On the heavy side, emission over the barrier is also comparable with the demand, and the barrier is thin: a rough tunnelling estimate exceeds the demand by about eight orders of magnitude for a mass of \(0.26\,m_0\), and by five to nine orders across silicon's directional masses, from \(0.98\,m_0\) to \(0.19\,m_0\).

**Chlorine supply.** At 10 mTorr of atomic chlorine the heavy surface consumes about 0.2% of the arriving atoms, so etching does not starve the bonded layer unless sticking is very poor. This does not fix \(N_s\), which is set by how fast the extra chlorine desorbs or recombines. With an attempt frequency of \(10^{13}\) s⁻¹, holding \(10^{14}\) cm⁻² at this pressure needs a binding energy of about 0.5 eV, while 0.4 eV would hold only about \(2\times10^{12}\) cm⁻². With \(N_s\) fixed, the model has no dependence on chlorine pressure.

## Beside the real case

The dopings represent a lightly doped wafer and n⁺ gate silicon in a downstream chlorine plasma. The strong enhancement by n-doping is a real effect, but its size depends on crystal face, temperature and surface condition. The absolute rates here follow from chosen values of \(N_s\), \(B_0\) and \(\delta\) and do not predict a reactor's rate. The ratio also depends on \(N_s\): it is about 161 for \(3\times10^{13}\) cm⁻² and 31 for \(3\times10^{14}\) cm⁻². Band bending limits the charge on the heavy side, so most of any further chlorine there stays neutral.

The model's activation energies, 0.77 eV for light and 0.65 eV for heavy doping, are high beside measured apparent values of roughly a few tenths of an eV. A separate question is whether part of \(\kappa\) belongs in the prefactor. That would make \(\delta\) smaller and bring the two activation energies closer together, but it would not lower them. At 300 K the ratio depends on \(\kappa\) and not on how it is divided, but the temperature trend does depend on it. Reported etch rates in atomic chlorine have an activation energy that changes little with doping, which points to the prefactor. They also scale with the chlorine density and rise with donor density more slowly than the power of 0.49 that the model gives between \(10^{18}\) and \(10^{20}\) cm⁻³. A barrier lowering is therefore one candidate for the second link, not its established cause.

Real n⁺ silicon may also have inactive donors. If only \(10^{19}\) cm⁻³ are active, the model's ratio falls to \(6.57/0.275\approx24\). Band-gap narrowing at \(10^{20}\) cm⁻³ is also left out; lowering the bulk conduction edge by 0.05 to 0.10 eV would reduce the ratio from 76 to between 73 and 70. Ion bombardment hides the effect further: adding an illustrative 200 nm/min to both rates leaves a vertical ratio of only 1.10. Sidewalls that receive few ions keep more of the doping contrast, provided no protective film covers them. The remaining values are in the numerical output.

## Numbers as computed

```
T = 300 K, kT = 0.02585 eV, gap = 1.12 eV, eps_r = 11.7
band density of states (each) = 3.0e+19 cm^-3
extra chlorine = 1.0e+14 cm^-2; Si = 4.997e+22 cm^-3
attempt frequency = 1.0e+13 s^-1; B0 = 0.80 eV
affinities Cl, Si = 3.6, 4.0 eV (rough)
image energy at 0.30 nm = 1.011 eV
chlorine level below surface E_C = 0.611 eV
assumed deepening at saddle = 0.150 eV
image height giving that deepening = 0.261 nm
barrier lowering with shifted saddle = 0.1471 eV
k0 = 0.364 s^-1, k_minus = 120.4 s^-1
k_minus/k0 = 331.0
Si-Si bonds per atom = 2
-- light 1e15 cm^-3: bulk E_F-E_C = -0.267 eV
   bending V = 0.511 V, c = 1.000
   n_minus = 7.933e+10 cm^-2, f = 7.933e-04
   depletion formula n_minus = 7.922e+10 cm^-2
   width = 793.29 nm, field = 0.0123 MV/cm
   etch rate = 0.275 nm/min
   electron demand = 9.55e+12 cm^-2 s^-1
   thermionic supply = 5.83e+12 cm^-2 s^-1
   tunnelling exponent = 1518.36
-- heavy 1e20 cm^-3: bulk E_F-E_C = 0.060 eV
   bending V = 0.677 V, c = 1.556
   n_minus = 2.869e+13 cm^-2, f = 2.869e-01
   depletion formula n_minus = 2.869e+13 cm^-2
   width = 2.87 nm, field = 4.4378 MV/cm
   etch rate = 20.890 nm/min
   electron demand = 3.45e+15 cm^-2 s^-1
   thermionic supply = 2.96e+15 cm^-2 s^-1
   tunnelling exponent = 6.36
etch-rate ratio heavy/light = 75.8
power of N_D in n_minus, 1e15 to 1e17 = 0.512
N_D 1e+17 cm^-3: f = 8.38e-03, rate = 0.822 nm/min
N_D 1e+18 cm^-3: f = 2.72e-02, rate = 2.178 nm/min
N_D 1e+19 cm^-3: f = 8.81e-02, rate = 6.568 nm/min
p-type 1e20 cm^-3: f = 1.4e-10, rate = 0.218 nm/min
ratio if level depth = 0.4 eV: 65.9
ratio if level depth = 0.8 eV: 72.6
ratio if deepening = 0.00 eV: 1.00
ratio if deepening = 0.05 eV: 2.69
ratio if deepening = 0.10 eV: 13.93
ratio if deepening = 0.20 eV: 233.61
discrete-charge level shift, heavy = 0.474 eV
discrete-charge level shift, light = 0.025 eV
ratio with these shifts = 99.0
inward hop in field = 0.20 nm
field pull, discrete ion = 0.0132 eV, k_minus factor 1.67
field pull, macroscopic = 0.0888 eV, k_minus factor 31.0
heavy tunnelling supply = 9.1e+23 cm^-2 s^-1
Cl flux at 10 mTorr = 3.41e+18 cm^-2 s^-1
Cl use on heavy Si = 6.96e+15 cm^-2 s^-1
model activation energy, light = 0.768 eV
model activation energy, heavy = 0.650 eV
```
